Which altered atom lifts the band-centre node in meta-contacted benzene?

**Question**

I am working on the Hückel model of benzene with contacts on atoms 1 and 3. With all site energies equal, the transmission vanishes at the band centre. The exercise says that changing one site energy lifts this node only when the altered atom lies on the sublattice opposite to the contacts, so on atom 2, 4 or 6.

I expected any change to spoil the interference, particularly on atom 5, which sits in the longer arm, or on a contact atom itself. First-order perturbation theory gives me zero for those atoms, but that does not exclude a second-order term. How do I prove the statement for a shift of any size, with the contacts included? And does "lifts" mean that the node disappears?

**Answer**

The statement holds for a shift of any size, provided that one atom is altered and "lifts" means "makes the transmission at the band centre non-zero". The node itself may survive at another energy.

**Setting up**

Number the atoms 1 to 6 around the ring. Let neighbours be coupled by −t with t > 0, and measure energy from the common site energy, so that the band centre is E = 0. The altered atom k has the real energy ε ≠ 0. I take wide-band contacts, whose self-energies are s_L = −iΓ_L/2 on atom 1 and s_R = −iΓ_R/2 on atom 3, with both widths positive. Then

G = M⁻¹, M = E − H − Σ,

T(E) = Γ_L Γ_R |G₁₃|².

Because H contains −t, neighbouring atoms are joined by +t in M.

**An altered atom on the contacts' sublattice**

Put the odd atoms (1, 3, 5) first and the even atoms (2, 4, 6) second. Every bond joins an odd atom to an even one, so at E = 0

M = [[D, B], [Bᵀ, F]].

Here D is diagonal and holds the contact terms and any shifts on odd atoms, F holds minus the shifts on even atoms, and

B = t [[1, 0, 1], [1, 1, 0], [0, 1, 1]], det B = 2t³ ≠ 0.

If the altered atom is odd, F = 0. Column 3 of G is the response to a unit source on atom 3. Call its odd part x and its even part y, and let e₃ be the unit vector on atom 3. Then

D x + B y = e₃,
Bᵀ x = 0.

Since B is invertible, the second equation gives x = 0. But G₁₃ is a component of x, so G₁₃ = 0 and T(0) = 0. (M is invertible: with no source, the same equations give x = 0 and then y = 0.)

Nothing was expanded in ε, so there is no second-order term to fear. D never entered the argument either, so the node survives shifts on all three odd atoms at once, at any contact strength. Physically, the E = 0 equation on each unaltered even atom requires the amplitudes on its two odd neighbours to cancel. Around a six-membered ring these three conditions force all the odd amplitudes to vanish.

**An altered atom on the opposite sublattice**

Start with the unaltered ring without contacts, and call its Green function G⁰. For a source on atom 1, the response on the even atoms obeys

t(y₂ + y₆) = 1, t(y₂ + y₄) = 0, t(y₄ + y₆) = 0.

The last two equations give y₂ = y₆ = −y₄, and the first then gives

G⁰₂₁ = G⁰₆₁ = 1/(2t), G⁰₄₁ = −1/(2t).

Rotating the ring by two atoms gives

G⁰₂₃ = G⁰₄₃ = 1/(2t), G⁰₆₃ = −1/(2t).

Elements between atoms of the same sublattice vanish, by the argument of the previous section.

Now shift one even atom k. For a perturbation on one site, Dyson's equation can be solved in closed form:

G′ᵢⱼ = G⁰ᵢⱼ + ε G⁰ᵢₖ G⁰ₖⱼ / (1 − ε G⁰ₖₖ).

Since G⁰ₖₖ = 0, the denominator is 1. With g = ε/(4t²),

G′₁₁ = G′₃₃ = g,
G′₁₃ = σg, where σ = +1 for k = 2 and σ = −1 for k = 4 or 6.

Scattering at the altered atom joins propagation from an odd to an even atom with propagation back to an odd one. Without the shift this term is absent.

Next attach the contacts. In the space of atoms 1 and 3, let P = [[g, σg], [σg, g]] and S = diag(s_L, s_R). The full Green function in this space is (1 − PS)⁻¹P, with

1 − PS = [[1 − g s_L, −σg s_R], [−σg s_L, 1 − g s_R]].

Because σ² = 1, the quadratic terms in its determinant cancel:

Δ = (1 − g s_L)(1 − g s_R) − g² s_L s_R
= 1 − g(s_L + s_R)
= 1 + ig(Γ_L + Γ_R)/2.

The element we need is

G₁₃ = [(1 − g s_R)σg + σg s_R g]/Δ = σg/Δ.

Therefore

T(0) = Γ_L Γ_R g² / [1 + g²(Γ_L + Γ_R)²/4].

This is positive for every ε ≠ 0, and it is the same for atoms 2, 4 and 6. Together with the previous section, it proves the statement.

For a small shift, T(0) ≈ Γ_L Γ_R ε²/(16t⁴). For |ε| → ∞ it tends to 4Γ_L Γ_R/(Γ_L + Γ_R)², which is 1 for equal contacts. In that limit the altered atom is effectively removed. The remaining five-atom chain has a state at E = 0 with equal weight on its three odd atoms, and transport through it is resonant.

**Where the node goes**

Write Eⱼ = E − εⱼ, allowing every atom its own shift for the moment. By Cramer's rule, G₁₃ = N/det M, where N is the determinant of M with row 3 and column 1 deleted. Both contact-atom diagonal entries disappear with them. The remaining rows 1, 2, 4, 5, 6 and columns 2 to 6 are

[t, 0, 0, 0, t]
[E₂, t, 0, 0, 0]
[0, t, E₄, t, 0]
[0, 0, t, E₅, t]
[0, 0, 0, t, E₆]

Expanding along the first row gives

N = t²(E₄E₅E₆ − t²E₄ − t²E₆) + t⁴E₂.

The first term belongs to the short arm through atom 2, and the last to the long arm through atoms 6, 5 and 4. In the unaltered ring they are t²(E³ − 2t²E) and t⁴E. Each vanishes separately at E = 0, so the band-centre node is not a cancellation between two non-zero arms.

For one altered atom:

k = 1 or 3: N = t²E(E² − t²)
k = 5: N = t²E(E² − εE − t²)
k = 4 or 6: N = t²(E − ε)(E² − t²)
k = 2: N = t²(E³ − t²E − t²ε)

For odd k the factor E remains. For k = 4 or 6 the node moves to E = ε. For k = 2 and small ε, dropping E³ gives E ≈ −ε, so the node moves the opposite way.

The k = 2 case has a threshold. The function E³ − t²E has its turning points at E = ±t/√3, where its values are ∓2t³/(3√3). Three real zeros therefore exist only for |ε| < 2t/(3√3). At that value the displaced node merges with one that started at E = t or E = −t, and beyond it one real zero remains.

A zero of N is a transmission node if det M ≠ 0 there. Suppose Mψ = 0 at real E. The imaginary part of ψ†Mψ is (Γ_L|ψ₁|² + Γ_R|ψ₃|²)/2, so ψ₁ = ψ₃ = 0. The equation on atom 2 then reads E₂ψ₂ = 0. If E ≠ ε₂, ψ₂ = 0, and the equations on atoms 1, 3 and 4 give ψ₆ = ψ₄ = ψ₅ = 0. Thus det M can vanish only at E = ε₂, which is not the energy of any displaced node in the example below. The exception does occur: for k = 2 and ε = ±√2 t the one remaining zero of N lies at E = ε, where det M vanishes too. The two zeros cancel and no node is left.

The restriction to one atom matters. At E = 0,

N = t²[−ε₄ε₅ε₆ + t²(ε₄ + ε₆ − ε₂)].

Equal non-zero shifts on atoms 2 and 4 alone give N = 0, so two opposite-sublattice changes can restore the node.

**Numbers**

Take t = 2.5 eV, Γ_L = Γ_R = 0.5 eV and ε = −0.5 eV. Then

g = −0.5/(4 × 2.5²) = −0.020 eV⁻¹,
gΓ = −0.010,
T(0) = 0.010²/(1 + 0.010²) ≈ 1.0 × 10⁻⁴.

Multiplying by 2e²/h = 77 481 nS gives 7.7 nS for atom 2, 4 or 6, and zero for atom 1, 3 or 5. The displaced node lies at +0.52 eV for atom 2 and at −0.50 eV for atoms 4 and 6. The merging threshold for atom 2 is |ε| = 0.96 eV.

**How much of this survives in a junction?**

These are round values for a benzene ring between metal electrodes. The hopping is roughly typical of a carbon π system, while contact widths vary strongly with the linker. The shift is modest: Hückel parameters for a ring nitrogen are roughly half of t, which would put atom 2 past the merging threshold for a carbon–nitrogen coupling between 0.8t and t; at 1.1t three zeros return.

With the other settings held fixed, averaging the transmission with the weight −∂f/∂E, where f is the Fermi function at 300 K centred on E = 0, gives 0.07 nS for an odd altered atom and 7.8 nS for an even one. The contrast survives.

The position of the Fermi level matters more. Near the centre, to leading order, N with det M ≈ −4t⁶ gives

G₁₃ ≈ (E + ε)/(4t²) for k = 2,
G₁₃ ≈ (E − ε)/(4t²) for k = 4 or 6,
G₁₃ ≈ E/(4t²) for odd k.

At E = +0.2 eV, atom 2 gives 3.0 nS and atom 4 gives 15.8 nS, while odd atoms give about 1.3 nS. At E = −0.2 eV the roles of atoms 2 and 4 are roughly reversed. A real Fermi level may lie further than this from the centre, and the contrast can then be lost.

Hopping between second neighbours breaks the two-sublattice structure. At E = 0, a coupling of −0.1 eV gives 1.2 nS even in the unaltered ring, and 1.2 to 1.3 nS with an odd atom altered. Atom 2 then gives 15.2 nS, and atoms 4 and 6 give 2.8 nS. The node is moved, not removed: in the unaltered ring, and with an odd atom altered, it now lies near E = +0.20 eV.

Electron repulsion affects the rule itself. I estimated it with a restricted Hartree–Fock Pariser–Parr–Pople calculation for the isolated ring, using the Ohno potential with an on-site repulsion of 10 eV, and attached the contacts afterwards. The unaltered ring keeps its node. Altering atom 5, however, raises the effective energies of atoms 4 and 6 by 0.16 eV and that of atom 2 by 0.03 eV. An odd alteration has thus produced even-site shifts. Exchange also adds direct couplings between even atoms. The block F of the first proof is therefore no longer zero, and the node at E = 0 is no longer protected. The conductances at E = 0 become

atoms 1 and 3: 0.01 nS
atom 5: 0.06 nS
atom 2: 0.33 nS
atoms 4 and 6: 0.53 nS

For this shift and this repulsion, the mean-field estimate turns the strict rule into a preference, with at least a factor of five between the two sublattices at E = 0. In the middle of the shifted gap, near −0.08 eV, the factor is about four. The estimate leaves out correlation and screening by the electrodes. Its gap is 11.3 eV, against 5.0 eV in the Hückel model, so the absolute conductances deserve less trust than the ordering of the two sublattices near the centre of the gap. That ordering is itself local: in the same estimate the factor falls below two at E = −0.2 eV, and at −0.3 eV atom 5 already conducts more than atom 4. Tunnelling through the σ electrons, which I have not estimated, would add another path and could also fill in the node.

Most of these values are listed in the numerical output below.

Computed values

```
hopping t = 2.50 eV
contact width, each side = 0.50 eV
site shift eps = -0.50 eV
temperature = 300 K, kT = 0.02585 eV
conductance quantum 2e^2/h = 77480.92 nS
bare ring G12 = 0.2000 1/eV
bare ring G14 = -0.2000 1/eV
g = eps/(4t^2) = -0.02000 1/eV
closed-form T(0), even atom = 9.999000e-05
Conductance at E=0, zero temperature:
  altered atom 1: 0.0000 nS
  altered atom 2: 7.7473 nS
  altered atom 3: 0.0000 nS
  altered atom 4: 7.7473 nS
  altered atom 5: 0.0000 nS
  altered atom 6: 7.7473 nS
node energy, atom 2 altered = 0.52287 eV
node energy, atom 4 altered = -0.50000 eV
node energy, atom 6 altered = -0.50000 eV
merging shift for atom 2 = 0.9623 eV
real nodes below, above merging = 3, 1
Neglected effects, conductance in nS:
(Fermi offset 0.20 eV, second hopping 0.10 eV)
atom: thermal | E=-offset | E=+offset | second hop
  none: 0.0684 | 1.2596 | 1.2596 | 1.2437
  1: 0.0684 | 1.2298 | 1.2906 | 1.2337
  2: 7.8200 | 15.2034 | 2.9660 | 15.1811
  3: 0.0684 | 1.2298 | 1.2906 | 1.2337
  4: 7.8309 | 2.7672 | 15.8057 | 2.7759
  5: 0.0684 | 1.2697 | 1.2494 | 1.2536
  6: 7.8309 | 2.7672 | 15.8057 | 2.7759
on-site repulsion = 10.0 eV, bond = 0.14 nm
Hueckel gap = 5.000 eV
Hartree-Fock gap = 11.304 eV
Hartree-Fock conductance at E=0:
  altered atom none: 0.0000 nS
  altered atom 1: 0.0097 nS
  altered atom 2: 0.3278 nS
  altered atom 3: 0.0097 nS
  altered atom 4: 0.5321 nS
  altered atom 5: 0.0619 nS
  altered atom 6: 0.5321 nS
Hartree-Fock site energies with atom 5 altered:
  atom 2: 0.0254 eV
  atoms 4, 6: 0.1648, 0.1648 eV
```
